**Tight-binding bridge: exact Green's function against McConnell's decay constant**

For \(N\) sites with hopping \(t\) and energy offset \(\Delta>2|t|\), the end-to-end Green's function is \(|G_{1N}|=\sinh\kappa/(|t|\sinh((N+1)\kappa))\), where \(\cosh\kappa=\Delta/(2|t|)\). The program asserts this against matrix inversion for one to eight sites and all sign choices, and also tests the band-edge and in-band forms. It asserts that McConnell's decay per site in the coupling exceeds \(\kappa\) by \(\ln(1+e^{-2\kappa})\), and compares the tolerance limits with decay constants taken from long matrices. Further assertions cover the path counts, the convergence limit of the hop series and the splitting for weak end couplings. For the rough oligophenylene parameters, the output gives \(\beta=4.63\ \mathrm{nm^{-1}}\) against McConnell's \(5.23\ \mathrm{nm^{-1}}\), an excess of 12.8 %. A six-orbital Hückel chain lowers the one-level \(\beta\) by 12.4 %, so for these parameters the neglected ring levels matter about as much as McConnell's approximation. The output also sizes finite end coupling, an energy shift of \(k_BT\), disorder, torsion and the rough crossover to thermal hopping.

## Numerical check

```python
"""Donor-acceptor coupling through a uniform tight-binding bridge.

Result under test: for N sites of energy eps, hopping t, tunnelling energy E,
gap = |E - eps| > 2|t| and cosh(kappa) = gap/(2|t|),
    |G_1N(E)| = sinh(kappa) / (|t| sinh((N+1) kappa)),   T = V_D V_A G_1N.
Rate ~ |T|^2 ~ exp(-beta R), beta = 2 kappa / a (a = site spacing).
McConnell: |G_1N| = |t|^(N-1)/gap^N, beta_M = (2/a) ln(gap/|t|).
Excess of McConnell per site in ln|T|: ln(1 + exp(-2 kappa)).
Energies in eV, lengths in nm.
"""
import numpy as np
import mpmath as mp
from scipy.constants import k as k_boltzmann, e as e_charge
from scipy.optimize import brentq


def bridge_green(n, offset, hop):
    """G_1N from the linear system (E - H_B) x = e_N; offset = E - eps."""
    matrix = offset * np.eye(n) - hop * (np.eye(n, k=1) + np.eye(n, k=-1))
    return np.linalg.solve(matrix, np.eye(n)[:, -1])[0]


def green_formula(n, gap, hop):
    kappa = np.arccosh(gap / (2 * abs(hop)))
    return np.sinh(kappa) / (abs(hop) * np.sinh((n + 1) * kappa))


def green_mcconnell(n, gap, hop):
    return abs(hop) ** (n - 1) / gap ** n


def numerical_kappa(ratio, n=40):
    """Decay per site of |G_1N| for a long bridge, ratio = gap/|t|."""
    return np.log(abs(bridge_green(n, ratio, 1.0) / bridge_green(n + 1, ratio, 1.0)))


# ---- closed formula against matrix inversion, all sign choices
for n in range(1, 9):
    for gap, hop in ((2.0, 0.65), (1.4, 0.65), (5.0, 0.4)):
        for s_off in (1, -1):
            for s_hop in (1, -1):
                direct = abs(bridge_green(n, s_off * gap, s_hop * hop))
                assert abs(direct / green_formula(n, gap, hop) - 1) < 1e-10
    # band edge and inside the band
    assert abs(abs(bridge_green(n, 2.0, 1.0)) * (n + 1) - 1) < 1e-10
    angle = np.arccos(0.75)
    inside = abs(np.sin(angle) / np.sin((n + 1) * angle))
    assert abs(abs(bridge_green(n, 1.5, 1.0)) / inside - 1) < 1e-9

# ---- long-bridge decay, its departure from McConnell, small-hopping series
for ratio in (2.2, 3.0, 6.0):
    kap = numerical_kappa(ratio)
    assert abs(kap - np.arccosh(ratio / 2)) < 1e-9
    assert abs(np.log(ratio) - kap - np.log1p(np.exp(-2 * kap))) < 1e-9
mp.mp.dps = 40
x_small = mp.mpf("0.001")
departure = mp.log(1 / x_small) - mp.acosh(1 / (2 * x_small))
assert abs((departure - x_small**2) / x_small**4 - 1.5) < 1e-4

# ---- hop expansion: path counts and limit of convergence


def hop_terms(n, ratio, steps):
    """Contributions to G_1N (|t| = 1) from paths of 0, 1, 2, ... hops."""
    adjacency = np.eye(n, k=1) + np.eye(n, k=-1)
    vector = np.eye(n)[:, -1] / ratio
    terms = []
    for _ in range(steps):
        terms.append(vector[0])
        vector = adjacency @ vector / ratio
    return np.array(terms)


for n in range(2, 9):
    terms = hop_terms(n, 1.0, n + 2)
    assert terms[n - 1] == 1 and terms[n + 1] == n - 1
assert abs(hop_terms(4, 1.9, 400).sum() / bridge_green(4, 1.9, 1.0) - 1) < 1e-9
late = hop_terms(12, 1.9, 600)
late = late[late != 0]
growth = late[-1] / late[-2]
assert growth > 1
assert abs(growth - (2 * np.cos(np.pi / 13) / 1.9) ** 2) < 1e-8

# ---- tolerance limits: root of the closed condition against matrix decay
tolerances = (0.01, 0.05, 0.10, 1.00)
limits = []
for p in tolerances:
    kap = brentq(lambda y: np.log1p(np.exp(-2 * y)) - p * y, 1e-6, 10)
    ratio = 2 * np.cosh(kap)
    from_matrix = brentq(
        lambda r: np.log(r) / numerical_kappa(r) - 1 - p, 2.05, 20)
    assert abs(ratio - from_matrix) < 1e-6
    limits.append(ratio)

# ---- worked example: rough oligophenylene parameters
hop, gap, spacing, v_end, temperature = 0.65, 2.0, 0.43, 0.10, 298.15
kt = k_boltzmann * temperature / e_charge
ratio = gap / hop
kappa = np.arccosh(ratio / 2)
kappa_m = np.log(ratio)
q = np.exp(-2 * kappa)
table = []
for n in range(1, 7):
    exact = v_end**2 * abs(bridge_green(n, gap, hop))
    mcc = v_end**2 * green_mcconnell(n, gap, hop)
    predicted = (1 + q) ** n * (1 - q) / (1 - q ** (n + 1))
    assert abs(exact / mcc - predicted) < 1e-10
    table.append((n, exact, mcc, (exact / mcc) ** 2))
assert all(b[3] > a[3] for a, b in zip(table, table[1:]))
slopes = [np.log(a[1] / b[1]) for a, b in zip(table, table[1:])]
assert all(a > b for a, b in zip(slopes, slopes[1:]))
assert kappa < slopes[-1] and slopes[0] < kappa_m

# ---- finite end coupling: splitting of the whole chain, 4 rings
n_ref = 4


def splitting(v):
    size = n_ref + 2
    links = np.array([v] + [hop] * (n_ref - 1) + [v])
    ham = np.diag(links, 1) + np.diag(links, -1)
    ham -= gap * np.diag([0] + [1] * n_ref + [0])
    levels = np.linalg.eigvalsh(ham)
    pair = levels[np.argsort(abs(levels))[:2]]
    assert len(levels) == size
    return abs(pair[0] - pair[1])


def splitting_error(v):
    return splitting(v) / (2 * v**2 * abs(bridge_green(n_ref, gap, hop))) - 1


assert abs(splitting_error(0.01)) < 1e-3
assert abs(splitting_error(0.02) / splitting_error(0.01) - 4) < 0.05

# ---- other pi levels: six-orbital Hueckel rings joined at para carbons
b_ring = 2.5
b_link = 3 * hop
ring = np.zeros((6, 6))
for j in range(6):
    ring[j, (j + 1) % 6] = ring[(j + 1) % 6, j] = -b_ring
levels, orbitals = np.linalg.eigh(ring)
homo = orbitals[:, abs(levels + b_ring) < 1e-9]
projector = homo @ homo.T
assert homo.shape[1] == 2
assert abs(b_link * abs(projector[0, 3]) - hop) < 1e-10
assert abs(projector[0, 0] - 1 / 3) < 1e-10
energy = -b_ring + gap


def hueckel_green(rings):
    ham = np.kron(np.eye(rings), ring)
    for m in range(rings - 1):
        i, j = 6 * m + 3, 6 * (m + 1)
        ham[i, j] = ham[j, i] = -b_link
    unit = np.zeros(6 * rings)
    unit[6 * (rings - 1) + 3] = 1
    return np.linalg.solve(energy * np.eye(6 * rings) - ham, unit)[0]


kappa_pi = np.log(abs(hueckel_green(14) / hueckel_green(15)))
g_ring = np.linalg.inv(energy * np.eye(6) - ring)
g_same, g_para = g_ring[0, 0], g_ring[0, 3]
two_port = (1 - b_link**2 * (g_same**2 - g_para**2)) / (2 * b_link * abs(g_para))
assert abs(kappa_pi - np.arccosh(two_port)) < 1e-6

# ---- energy shift, disorder, torsion, thermal hopping
g_ref = abs(bridge_green(n_ref, gap, hop))
shift_factor = (bridge_green(n_ref, gap - kt, hop) / g_ref) ** 2
rng = np.random.default_rng(7)
samples = 40000
site_sigma, torsion_sigma = 0.10, 15.0
mean_torsion = np.arccos(b_link / b_ring)


def mean_rate_factor(site_spread, angle_spread):
    """Mean of |G_1N|^2 over random bridges, relative to the uniform one."""
    sites = rng.normal(0, 1, (samples, n_ref)) * site_spread
    angles = mean_torsion + angle_spread * rng.normal(0, 1, (samples, n_ref - 1))
    hops = b_ring * np.cos(angles) / 3
    mats = np.zeros((samples, n_ref, n_ref))
    for j in range(n_ref):
        mats[:, j, j] = gap - sites[:, j]
    for j in range(n_ref - 1):
        mats[:, j, j + 1] = mats[:, j + 1, j] = -hops[:, j]
    values = (np.prod(hops, axis=1) / np.linalg.det(mats) / g_ref) ** 2
    return values.mean(), values.std() / np.sqrt(samples)


uniform, _ = mean_rate_factor(0.0, 0.0)
assert abs(uniform - 1) < 1e-10
site_factor, site_err = mean_rate_factor(site_sigma, 0.0)
torsion_factor, torsion_err = mean_rate_factor(0.0, np.radians(torsion_sigma))
assert site_err < 0.01 and torsion_err < 0.01
barrier = gap - 2 * hop
crossover = barrier / (2 * kappa * kt)

# ---- output
print(f"hopping t = {hop:.2f} eV, gap |E-eps| = {gap:.2f} eV, ratio = {ratio:.4f}")
print(f"spacing a = {spacing:.2f} nm, end couplings = {v_end:.2f} eV")
print(f"temperature = {temperature:.2f} K, kT = {kt:.5f} eV")
print(f"distance from E to band edge = {barrier:.2f} eV")
print(f"kappa exact = {kappa:.4f}, McConnell = {kappa_m:.4f} per site")
print(f"q = exp(-2 kappa) = {q:.4f}, ln(1+q) = {np.log1p(q):.4f}")
print(f"beta exact = {2*kappa/spacing:.3f} 1/nm")
print(f"beta McConnell = {2*kappa_m/spacing:.3f} 1/nm")
print(f"excess of McConnell beta = {100*(kappa_m/kappa-1):.2f} %")
print("tolerance limits (excess of beta_M, gap/|t|, gap in eV at this t):")
for p, r in zip(tolerances, limits):
    print(f"  {100*p:5.0f} %   {r:.4f}   {r*hop:.3f} eV")
print("rings, |T| exact (meV), |T| McConnell (meV), rate ratio exact/McC:")
for n, exact, mcc, rate in table:
    print(f"  {n}   {1e3*exact:.5f}   {1e3*mcc:.5f}   {rate:.3f}")
print("local slopes of ln|T|, N to N+1: " + " ".join(f"{s:.4f}" for s in slopes))
inside = [abs(bridge_green(n, 1.5, 1.0)) for n in range(1, 7)]
print("inside band, gap/|t| = 1.5, |t G_1N| for N = 1..6:")
print("  " + " ".join(f"{g:.3f}" for g in inside))
print(f"McConnell decay per site there = {np.log(1.5):.4f}")
print(f"hop series N=12, gap/|t|=1.9: late term ratio = {growth:.4f}")
print(f"hop series N=4 limit of gap/|t| = {2*np.cos(np.pi/5):.4f}")
print("neglected effects (4 rings where a length is needed):")
print(f"Hueckel ring hopping = {b_ring:.2f} eV, inter-ring = {b_link:.2f} eV")
print(f"kappa with all pi levels = {kappa_pi:.4f} per ring")
print(f"beta with all pi levels = {2*kappa_pi/spacing:.3f} 1/nm")
print(f"change of beta from other pi levels = {100*(kappa_pi/kappa-1):.1f} %")
print(f"half splitting of whole chain = {500*splitting(v_end):.5f} meV")
print(f"its deviation from |T| = {100*splitting_error(v_end):.2f} %")
print(f"rate factor for E shifted kT toward band = {shift_factor:.3f}")
print(f"site disorder {site_sigma:.2f} eV rms: mean rate factor = {site_factor:.3f}"
      f" +- {site_err:.3f}")
print(f"mean torsion = {np.degrees(mean_torsion):.1f} deg")
print(f"torsion spread {torsion_sigma:.0f} deg rms: mean rate factor ="
      f" {torsion_factor:.3f} +- {torsion_err:.3f}")
print(f"rough crossover to thermal hopping = {crossover:.1f} rings")
print("tests ok")
```

It prints:

```
hopping t = 0.65 eV, gap |E-eps| = 2.00 eV, ratio = 3.0769
spacing a = 0.43 nm, end couplings = 0.10 eV
temperature = 298.15 K, kT = 0.02569 eV
distance from E to band edge = 0.70 eV
kappa exact = 0.9961, McConnell = 1.1239 per site
q = exp(-2 kappa) = 0.1364, ln(1+q) = 0.1279
beta exact = 4.633 1/nm
beta McConnell = 5.228 1/nm
excess of McConnell beta = 12.84 %
tolerance limits (excess of beta_M, gap/|t|, gap in eV at this t):
      1 %   7.2469   4.710 eV
      5 %   4.0673   2.644 eV
     10 %   3.2941   2.141 eV
    100 %   2.1479   1.396 eV
rings, |T| exact (meV), |T| McConnell (meV), rate ratio exact/McC:
  1   5.00000   5.00000   1.000
  2   1.81691   1.62500   1.250
  3   0.66957   0.52813   1.607
  4   0.24722   0.17164   2.075
  5   0.09130   0.05578   2.679
  6   0.03372   0.01813   3.460
local slopes of ln|T|, N to N+1: 1.0123 0.9983 0.9964 0.9961 0.9961
inside band, gap/|t| = 1.5, |t G_1N| for N = 1..6:
  0.667 0.800 2.667 1.455 0.711 0.703
McConnell decay per site there = 0.4055
hop series N=12, gap/|t|=1.9: late term ratio = 1.0446
hop series N=4 limit of gap/|t| = 1.6180
neglected effects (4 rings where a length is needed):
Hueckel ring hopping = 2.50 eV, inter-ring = 1.95 eV
kappa with all pi levels = 0.8728 per ring
beta with all pi levels = 4.059 1/nm
change of beta from other pi levels = -12.4 %
half splitting of whole chain = 0.24296 meV
its deviation from |T| = -1.72 %
rate factor for E shifted kT toward band = 1.134
site disorder 0.10 eV rms: mean rate factor = 1.046 +- 0.001
mean torsion = 38.7 deg
torsion spread 15 deg rms: mean rate factor = 1.053 +- 0.005
rough crossover to thermal hopping = 13.7 rings
tests ok
```
